# Thermal heights of a harmonic membrane and their first stretching correction

## The failure that harmonic theory does not announce

Take a stress-free atomic sheet with periodic edges and a bending rigidity of 1 eV at 300 K, and treat it as a set of independent bending waves. The result is an rms height of one hundredth of the sheet's side: 1 Å for a side of 100 Å, 100 Å for a side of 10 000 Å. The slopes stay small, and the height grows no faster than the side. Nothing inside the calculation looks wrong. Yet if the in-plane Young modulus is 20 eV/Å$^2$, then for the larger sheet the first neglected term would change the rigidity of the longest wave by a factor of tens of thousands. The neglected physics is stretching: a sheet that bends in two directions at once must also stretch.

Both the harmonic height and its first correction are needed, because their ratio fixes the size at which harmonic theory stops being usable.

## Leading order: the harmonic height

Consider a square sheet of side $L$, with periodic edges and a cell that is free to change its size and shape, so that there is no mean stress. Its height above a flat reference plane is $h(\mathbf r)$, with the uniform part removed. Atomic units are used in the algebra, and $T$ denotes the thermal energy $k_BT$. For small slopes the bending energy is

$$E_b=\frac{\kappa}{2}\int(\nabla^2h)^2\,d^2r ,$$

where $\kappa$ is the bending rigidity. Expand $h=\sum_{\mathbf q\ne0}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$, with $\mathbf q=2\pi\mathbf n/L$, $\mathbf n$ a pair of integers, and $h_{-\mathbf q}=h_{\mathbf q}^*$ because $h$ is real. The Laplacian gives $-q^2$, and the integral over the sheet gives $L^2$ for each matching pair of waves:

$$E_b=\frac{\kappa L^2}{2}\sum_{\mathbf q}q^4|h_{\mathbf q}|^2 .$$

The terms $\mathbf q$ and $-\mathbf q$ are equal and together give $\kappa L^2q^4[(\mathrm{Re}\,h_{\mathbf q})^2+(\mathrm{Im}\,h_{\mathbf q})^2]$. Classical equipartition assigns $T/2$ to each of the two squares, so

$$\langle|h_{\mathbf q}|^2\rangle=\frac{T}{\kappa L^2q^4}. \tag{1}$$

Summing over waves, with $q^4=(2\pi/L)^4n^4$,

$$\langle h^2\rangle_0=\frac{TL^2}{16\pi^4\kappa}\,S,\qquad S=\sum_{\mathbf n\neq0}\frac1{n^4}=6.027 ,$$

where direct summation gives $S$. Hence

$$h_{\rm rms}=\frac{\sqrt S}{4\pi^2}\,L\sqrt{\frac T\kappa}=0.0622\,L\sqrt{\frac T\kappa}. \tag{2}$$

The four longest waves supply $4/6.027$, about two thirds, of the mean square. The terms beyond a radius $R$ in $\mathbf n$ add about $2\pi\int_R^\infty dn/n^3=\pi/R^2$, so no short-wave cutoff is needed. For the same reason the sum should not be replaced by an integral starting at $n=1$: that would give $\pi$ instead of 6.03, and a mean square too small by nearly a factor of two.

**Classical motion.** With mass $\rho$ per area, each wave is an oscillator of frequency $\omega=q^2\sqrt{\kappa/\rho}$. Its quantum mean square is the classical one times $(x/2)\coth(x/2)$, where $x=\omega/T$; for small $x$ this is $1+x^2/12$. With $\kappa=1$ eV and $\rho=2$ atomic mass units per Å$^2$, the longest wave of a 20 Å sheet has a quantum of 0.0045 eV. At 300 K, where $T=0.02585$ eV, this gives $x=0.17$ and a factor of 1.0025. For every $x>0$ the factor exceeds 1 by less than $x/2$. If $x_1$ belongs to the longest wave, then $x=x_1n^2$, and quantum motion adds to $S$ less than $\sum x_1/(2n^2)$, a bound that grows as $\pi x_1$ times the logarithm of the cutoff in $n$. Since $x_1\propto L^{-2}$, the addition becomes negligible for large sheets. For small ones the short waves make it larger than the factor of the longest wave suggests: direct summation raises the mean square of the 20 Å sheet by about 2% with waves up to 1 Å$^{-1}$ and 6% with waves up to 2.5 Å$^{-1}$, and that of a 15 Å sheet by about 3% and 10%.

## Why the slopes give no warning

Each wave contributes $q^2\langle|h_{\mathbf q}|^2\rangle$ to the mean-square slope. With a short-wave cutoff $q_c$, and the sum replaced by $L^2\int d^2q/4\pi^2$,

$$\langle|\nabla h|^2\rangle_0=\frac{T}{\kappa L^2}\sum_{\mathbf q}\frac1{q^2}\simeq\frac{T}{2\pi\kappa}\ln\frac{q_cL}{2\pi}+\text{const}\times\frac T\kappa .$$

A tenfold larger sheet adds $(0.02585/2\pi)\ln10=0.0095$ to this mean square. Direct summation with $q_c=1$ Å$^{-1}$ gives rms slopes of 0.11 at 100 Å and 0.15 at 1000 Å. The small-slope form of the bending energy is still reasonable there, so the failure must come from elsewhere.

An order-of-magnitude argument shows where. A bump of height $h$ and width $L$ has curvature $h/L^2$ and bending energy of order $\kappa(h/L^2)^2L^2=\kappa h^2/L^2$. If it cannot avoid stretching, its strain is of order $(h/L)^2$, and the stretching energy is of order $Y(h/L)^4L^2=Yh^4/L^2$, where $Y$ is the in-plane Young modulus. The ratio of the two is $Yh^2/\kappa$ times a number that depends on the shape of the bump, not on its width, and that can be well below one. The height must therefore be compared with the elastic length $\sqrt{\kappa/Y}$, not with $L$.

## The stretching energy

Let a point move in the plane by $\mathbf u(\mathbf r)$ and out of it by $h(\mathbf r)$. The squared length of a line element changes by $2u_{ij}\,dx_i\,dx_j$, with

$$u_{ij}=\tfrac12(\partial_iu_j+\partial_ju_i+\partial_ih\,\partial_jh).$$

The terms quadratic in $\mathbf u$ are dropped, on the assumption that the gradients of $\mathbf u$ are much smaller than one. For an isotropic sheet with Lamé constants $\lambda,\mu$ the stretching energy is $\int[\mu u_{ij}u_{ij}+\tfrac\lambda2u_{kk}^2]\,d^2r$. It is quadratic in $\mathbf u$ with coefficients independent of $h$, so thermal averaging over $\mathbf u$ equals minimization over $\mathbf u$, apart from a constant.

Minimize each Fourier component $\mathbf p\neq0$ separately, with axes along $\mathbf p$ ($l$) and across it ($t$). Displacements can set $u_{ll}$ and $u_{lt}$ to any value. They cannot change $u_{tt}$, since $\partial_tu_t=0$ for a wave varying along $l$. Hence

$$u_{tt}(\mathbf p)=\tfrac12\Phi_{\mathbf p},\qquad \Phi_{\mathbf p}=(\partial_th\,\partial_th)_{\mathbf p}.$$

The best $u_{lt}$ is zero. The best $u_{ll}$ obeys $2\mu u_{ll}+\lambda(u_{ll}+u_{tt})=0$, so

$$u_{ll}=-\frac{\lambda}{2\mu+\lambda}u_{tt},\qquad u_{ll}+u_{tt}=\frac{2\mu}{2\mu+\lambda}u_{tt}.$$

The energy per area is then

$$\frac{\mu[\lambda^2+(2\mu+\lambda)^2]+2\lambda\mu^2}{(2\mu+\lambda)^2}|u_{tt}|^2=\frac{2\mu(\mu+\lambda)}{2\mu+\lambda}|u_{tt}|^2=\frac Y2|u_{tt}|^2,$$

because the numerator equals $2\mu(\lambda+\mu)(\lambda+2\mu)$ and $Y=4\mu(\mu+\lambda)/(2\mu+\lambda)$. The uniform component $\mathbf p=0$ costs nothing, since the free cell adjusts until its mean strain vanishes; a clamped frame would add a further term. With $|u_{tt}|^2=|\Phi_{\mathbf p}|^2/4$,

$$F_4=\frac{YL^2}{8}\sum_{\mathbf p\neq0}|\Phi_{\mathbf p}|^2\ \ge0. \tag{3}$$

A single plane wave has slopes along its own $\mathbf q$, and its $\Phi$ varies along the same direction, so $\partial_th=0$ and $F_4=0$. The sheet slides inward and does not stretch. Stretching requires crossed waves.

## The first correction to the rigidity

Since $\partial_th$ has components $i(\hat{\mathbf t}\cdot\mathbf k)h_{\mathbf k}$,

$$\Phi_{\mathbf p}=-\sum_{\mathbf k}(\hat{\mathbf t}\cdot\mathbf k)\,[\hat{\mathbf t}\cdot(\mathbf p-\mathbf k)]\,h_{\mathbf k}h_{\mathbf p-\mathbf k}=\sum_{\mathbf k}(\hat{\mathbf p}\times\mathbf k)^2h_{\mathbf k}h_{\mathbf p-\mathbf k}.$$

The sign changes because $\hat{\mathbf t}\cdot\mathbf p=0$, and $(\hat{\mathbf t}\cdot\mathbf k)^2=(\hat{\mathbf p}\times\mathbf k)^2$.

Now hold one wave, the pair $\pm\mathbf q$, at a given amplitude and average $F_4$ over all others with the harmonic weight (1). To first order in $Y$ this average is the extra energy of the chosen wave. The part of $\Phi$ built from the chosen wave alone vanishes. What remains quadratic in its amplitude is the square of the cross part

$$X_{\mathbf p}=2\sum_{\mathbf Q=\pm\mathbf q}(\hat{\mathbf p}\times\mathbf Q)^2h_{\mathbf Q}h_{\mathbf p-\mathbf Q}.$$

The factor 2 arises because either factor in $\Phi_{\mathbf p}$ may be the chosen wave, and both choices have the same coefficient. In $\langle|X_{\mathbf p}|^2\rangle$ the product of the $+\mathbf q$ and $-\mathbf q$ terms averages to zero, since it pairs different waves. The two remaining terms give equal sums over $\mathbf p$, so

$$\langle F_4\rangle_{\mathbf q}=\frac{YL^2}8\cdot4\cdot2\,|h_{\mathbf q}|^2\sum_{\mathbf p}(\hat{\mathbf p}\times\mathbf q)^4\frac{T}{\kappa L^2|\mathbf q-\mathbf p|^4}.$$

The bending energy of the same pair is $\kappa L^2q^4|h_{\mathbf q}|^2$, so the sum acts as an increase $\delta\kappa$ of the rigidity. Put $\mathbf k=\mathbf q-\mathbf p$; then $|\hat{\mathbf p}\times\mathbf q|=|\mathbf k\times\mathbf q|/|\mathbf k-\mathbf q|$, and the factor $q^4$ cancels:

$$\frac{\delta\kappa(\mathbf q)}{\kappa}=\frac{YT}{\kappa^2L^2}\sum_{\mathbf k\neq0,\mathbf q}\frac{(\mathbf k\times\hat{\mathbf q})^4}{k^4|\mathbf k-\mathbf q|^4}. \tag{4}$$

No term is negative: at this order the stretching energy stiffens the sheet against bending.

**Infinite sheet.** Replace the sum by $L^2\int d^2k/4\pi^2$ and let $\varphi$ be the angle between $\mathbf k$ and $\mathbf q$, so that $(\mathbf k\times\hat{\mathbf q})^4/k^4=\sin^4\varphi$. With $t<1$ the ratio of the smaller to the larger of $k$ and $q$, the angular integral is

$$A=\int_0^{2\pi}\frac{\sin^4\varphi}{D_t^2}\,d\varphi,\qquad D_t=1+t^2-2t\cos\varphi,$$

divided by the fourth power of the larger wavenumber. Because $d(1/D_t)/d\varphi=-2t\sin\varphi/D_t^2$, integration by parts gives

$$A=\frac{3}{2t}\int_0^{2\pi}\frac{\sin^2\varphi\cos\varphi}{D_t}\,d\varphi .$$

The real part of the geometric series for $(1+z)/(1-z)$ with $z=te^{i\varphi}$ gives $(1-t^2)/D_t=1+2\sum_{n\ge1}t^n\cos n\varphi$. Since $\sin^2\varphi\cos\varphi=(\cos\varphi-\cos3\varphi)/4$, two terms survive:

$$A=\frac3{2t}\cdot\frac{2\pi(t-t^3)}{4(1-t^2)}=\frac{3\pi}4 .$$

The radial integral is now elementary:

$$\frac1{4\pi^2}\frac{3\pi}4\left[\int_0^q\frac{k\,dk}{q^4}+\int_q^\infty\frac{k\,dk}{k^4}\right]=\frac3{16\pi}\left[\frac1{2q^2}+\frac1{2q^2}\right].$$

Longer and shorter waves contribute equally, and

$$\frac{\delta\kappa}{\kappa}=\frac{q_*^2}{q^2},\qquad q_*^2=\frac{3YT}{16\pi\kappa^2},\qquad L_*=\frac{2\pi}{q_*}. \tag{5}$$

**Finite sheet.** For the longest wave, $q=2\pi/L$, equation (4) becomes

$$\frac{\delta\kappa}\kappa=\frac{YTL^2}{16\pi^4\kappa^2}\,D,\qquad D=\sum_{\mathbf n}\frac{n_y^4}{n^4|\mathbf n-(1,0)|^4}=1.393,$$

by direct summation without the two singular points. The infinite-sheet formula corresponds to $D=3\pi/4=2.356$, so the periodic sheet has

$$\frac{\delta\kappa}\kappa=0.59\left(\frac L{L_*}\right)^2 . \tag{6}$$

The finite sheet has no wave longer than the chosen one, neither as partner wave $\mathbf k$ nor as strain wave $\mathbf p=\mathbf q-\mathbf k$. The summand of (4) is unchanged when $\mathbf k$ and $\mathbf p$ are exchanged, so each of the discs $k<q$ and $p<q$ holds half of the integral; they overlap, and numerical integration shows that one third of the integral lies outside both. The discrete sum is larger than that because it is dominated by four points on the edges of the discs: $\mathbf n=(0,\pm1)$ and $(1,\pm1)$ give $1/4$ each, together 1.0 of the 1.393.

## Why the correction must enter

Measure lengths in units of $L/2\pi$ and heights in units of $(L/2\pi)\sqrt{T/\kappa}$. Then $E_b/T$ contains no parameter. In $F_4/T$ the four slopes give $(T/\kappa)^2$ and the area gives $(L/2\pi)^2$, which leaves one coupling:

$$g=\frac{YTL^2}{4\pi^2\kappa^2}=\frac{16\pi}3\left(\frac L{L_*}\right)^2 .$$

For a fixed set of long waves in classical motion, $\langle h^2\rangle$ is the harmonic value times a function of $g$. Classical harmonic theory is the limit $g\to0$, approached by lowering the temperature at fixed size or the size at fixed temperature. Both steps also raise $x=\omega/T$, so equation (2) applies only while $x$ stays small for the waves that dominate the height; beyond that, the quantum factor must be included, and because zero-point ripples also stretch the sheet, the stretching correction no longer vanishes with $g$. The limit $L\to\infty$ at fixed temperature leads the opposite way. Moreover, shapes drawn from the harmonic distribution would cost a mean stretching energy proportional to $gT$. For $g\gg1$ the Boltzmann factor strongly suppresses such shapes, so the conclusion does not depend on trusting a large first-order term.

At $L=L_*$, equation (2) gives

$$h_{\rm rms}(L_*)=\frac{\sqrt S}{2\pi}\sqrt{\frac{16\pi}3}\sqrt{\frac\kappa Y}=1.60\sqrt{\frac\kappa Y}.$$

Temperature has cancelled. Heating shortens $L_*$ as $T^{-1/2}$, but the harmonic height at the crossover stays the same multiple of the elastic length, as the bump argument suggested.

**A sheet under tension.** An applied tension $\sigma$ adds $(\sigma/2)\int|\nabla h|^2d^2r$, because ripples draw the edges inward against it. In (1), $\kappa q^4$ becomes $\kappa q^4+\sigma q^2$. For $q\ll\sqrt{\sigma/\kappa}$ tension dominates, and the waves with $q<k<\sqrt{\sigma/\kappa}$ give

$$\delta\kappa\simeq\frac{3YT}{16\pi\sigma}\ln\frac{\sqrt{\sigma/\kappa}}q .$$

The correction $\delta\kappa\,q^4$ then becomes small beside $\sigma q^2$ as $q\to0$. It need not be small at intermediate $q$: at $q=\sqrt{\sigma/\kappa}$ the same angular integral and the full radial integral give $\delta\kappa\,q^4/(\kappa q^4+\sigma q^2)=\kappa q_*^2/4\sigma$, so the tension must be well above $\kappa q_*^2/4$ for first-order theory to hold there. Under tension $\delta\kappa$ itself still grows, as a logarithm, but relative to the whole stiffness of the wave the correction grows without limit only in the stress-free sheet.

## Numbers for a model membrane

Take $\kappa=1$ eV, $Y=20$ eV/Å$^2$ and 300 K, round parameters that stand for no particular material. Then

$$q_*^2=\frac{3\times20\times0.02585}{16\pi}=0.0309\ \text{Å}^{-2},\qquad q_*=0.176\ \text{Å}^{-1},$$

and $L_*=36$ Å (68 bohr). Equation (2) gives $h_{\rm rms}/L=0.0622\sqrt{0.02585}=0.0100$. At $L_*$ the harmonic height is 0.36 Å (0.68 bohr), which is 1.60 times the elastic length of 0.224 Å.

| $L$ (Å) | harmonic $h_{\rm rms}$ (Å) | first-order $\delta\kappa/\kappa$, longest wave |
|---|---|---|
| 20 | 0.20 | 0.18 |
| 100 | 1.0 | 4.6 |
| 1000 | 10 | 460 |
| 10000 | 100 | 46000 |

The first row is a correction. The others are not predictions of a rigidity; they show that the expansion has failed. To keep (6) below 0.1 requires $L<L_*\sqrt{0.1/0.59}\approx0.41L_*$, or about 15 Å. So small a continuum sheet is itself a rough model of an atomic one.

What happens beyond first order can be seen by sampling the full energy $E_b+F_4$. Here this was done by Hamiltonian Monte Carlo for the 48 real modes with $|n_x|,|n_y|\le3$. The table gives $\langle h^2\rangle$ divided by its harmonic value in the same mode set, with one standard error.

| $L/L_*$ | $g$ | $\langle h^2\rangle/\langle h^2\rangle_0$ |
|---|---|---|
| 0.25 | 1.05 | 0.970 ± 0.011 |
| 1 | 16.8 | 0.755 ± 0.007 |
| 4 | 268 | 0.361 ± 0.003 |

At the smallest size, first-order theory lowers each mode's mean square by the fraction $\delta\kappa(\mathbf q)/\kappa$. With the sum in (4) restricted to the same mode set, weighting the modes by $q^{-4}$ gives a ratio of 0.970. The sampling agrees within its standard error, which is a little over a third of the reduction itself. At $L_*$ a quarter of the mean square is gone: $L_*$ marks a gradual crossover. From $L_*$ to $4L_*$ the rms height in this mode set grows by $4\sqrt{0.361/0.755}=2.8$ instead of 4.

At $4L_*$, equation (6) gives $\delta\kappa/\kappa=9.5$ for the longest wave. This number cannot be used as a rigidity, because (4) gives all other waves their harmonic heights, whereas the sampling shows that the total mean square is strongly reduced. Shorter waves were left out of the sampling, so 0.36 illustrates the effect and is not offered as a converged value for a large sheet.

For a stress-free periodic sheet in classical motion, equation (2) is thus a usable estimate well below $L_*$. Far above $L_*$ it overestimates the height. The stretching energy must then be treated beyond first order, either by sampling or through an approximate theory in which the rigidity depends on wavelength and is determined together with the fluctuations.
